# Why Arrhenius Prefactor and Barrier Errors Are Correlated, and the Cure

An Arrhenius line is fitted to five etch rates measured between 520 and 600 K, each with a 5% error. The fit returns the logarithm of the prefactor with a standard error of 0.442 and the barrier with a standard error of 0.0213 eV. If these two errors are combined as though they were independent, the predicted logarithmic rate at 560 K, in the middle of the data, has an error of 0.62, nearly a factor of two in the rate. The actual error of that prediction is 0.022, or about 2%. Both standard errors are correct. What is missing is their correlation, which here is 0.9987.

## The model and its conventions

The rates $k_i$ at temperatures $T_i$ are taken to obey

$$y_i=\ln k_i=\ln A-E\,x_i+e_i,\qquad x_i=\frac1{T_i},\qquad i=1,\dots,n .$$

In the algebra $k_B=1$, as in atomic units with temperature expressed as an energy. In the numbers $x=1/(k_BT)$ is given in 1/eV. Rates are in nm per cycle, and $\ln A$ means the logarithm of $A$ divided by 1 nm per cycle. Changing that unit adds a constant to $\ln A$ and leaves every variance and covariance as it was.

Three assumptions concern the errors $e_i$ of the logarithmic rates: they have zero mean, they are independent, and they share one variance $s^2$. The temperatures are known and not all equal. The value of $s$ is also taken as known. If it were estimated from the residuals of only five points, that estimate would itself be quite uncertain, and so would the standard errors computed from it. The fit is unweighted least squares. An equal error of the logarithm means an equal relative error of the rate, since $\delta\ln k\approx\delta k/k$ for small errors.

The example has $T=520,540,560,580,600$ K, $E=0.60$ eV, a rate of 0.040 nm per cycle at 560 K and $s=0.05$. The values of $x$ run from 22.316 down to 19.341 per eV. With

$$\bar x=\frac1n\sum_i x_i,\qquad d_i=x_i-\bar x,\qquad S=\sum_i d_i^2,\qquad V=\frac Sn,$$

they give $\bar x=20.775$ per eV, $S=5.535$ per eV² and a root-mean-square spread $\sqrt V=1.052$ per eV. By construction $\sum_i d_i=0$, and the whole argument turns on this identity.

## Two contributions: height and slope

Write the line by its height $a$ at $\bar x$ and its slope, $\ln k=a-E(x-\bar x)$. The sum of squares is

$$Q=\sum_i\left(y_i-a+E d_i\right)^2 .$$

Setting $\partial Q/\partial a=0$ gives $\sum_i(y_i-a+Ed_i)=0$. The last term vanishes because $\sum_i d_i=0$, so

$$a=\bar y=\frac1n\sum_i y_i .$$

Setting $\partial Q/\partial E=0$ gives $\sum_i d_i(y_i-a+Ed_i)=0$. Now the term in $a$ vanishes for the same reason, and

$$E=-\frac1S\sum_i d_i y_i .$$

Both results are linear in the data, so their errors follow by replacing $y_i$ with $e_i$:

$$\delta a=\frac1n\sum_i e_i,\qquad \delta E=-\frac1S\sum_i d_i e_i .$$

**The height alone.** Independence means $\langle e_ie_j\rangle=s^2$ for $i=j$ and zero otherwise. Hence

$$\mathrm{Var}\,a=\frac1{n^2}\sum_i s^2=\frac{s^2}{n}.$$

For the example this is $0.0025/5=0.0005$, a standard error of 0.0224.

**The slope alone.** In the same way

$$\mathrm{Var}\,E=\frac1{S^2}\sum_i d_i^2s^2=\frac{s^2}{S},$$

which is $0.0025/5.535=4.52\times10^{-4}$ eV², a standard error of 0.0213 eV.

**Their covariance.** The product of the two errors averages to

$$\mathrm{Cov}(a,E)=-\frac1{nS}\sum_{i,j}d_j\langle e_ie_j\rangle=-\frac{s^2}{nS}\sum_i d_i=0 .$$

The equal variances allow $s^2$ to be taken outside the sum, and what remains is zero. The height of the line at the mean inverse temperature and its slope therefore have uncorrelated errors.

## The lever arm creates the correlation

The usual prefactor is the height of the line at $x=0$, that is, at infinite temperature. Expanding $a-E(x-\bar x)=(a+\bar xE)-Ex$ shows that

$$\ln A=a+\bar x\,E,\qquad \delta\ln A=\delta a+\bar x\,\delta E .$$

The data sit at a distance $\bar x=20.8$ per eV from that origin and cover a width of only about 3 per eV. An error of slope swings the line about the centre of the data, and the far end moves by $\bar x\,\delta E$. The same $\delta E$ thus appears in both fitted parameters.

Since $a$ and $E$ are uncorrelated, the variances add:

$$\mathrm{Var}\ln A=\frac{s^2}{n}+\frac{\bar x^2s^2}{S}.$$

The two contributions are 0.0005 from the height and $20.775^2\times4.52\times10^{-4}=0.195$ from the lever arm. The height supplies about 0.3% of the total. The error of the prefactor is almost entirely the error of the barrier, magnified. Its standard error of 0.442 corresponds to a factor of 1.56 in $A$, although each rate is known to 5%.

The covariance has just the lever contribution:

$$\mathrm{Cov}(\ln A,E)=\mathrm{Cov}(a,E)+\bar x\,\mathrm{Var}\,E=\frac{\bar x s^2}{S}=0.00938\ \text{eV}.$$

It is positive because $E$ enters the rate law with a minus sign: a steeper fall with $x$ means a higher intercept. Dividing by the two standard errors,

$$\rho=\frac{\bar xs^2/S}{\sqrt{(s^2/S)\,(s^2/n+\bar x^2s^2/S)}}
=\frac{\bar x}{\sqrt{\bar x^2+V}},$$

where numerator and denominator were both multiplied by $S/s^2$ and $S/n=V$ was used. The noise has cancelled. Reducing the error of every logarithmic rate by the same factor shrinks both standard errors but leaves $\rho$ alone. Repeating every temperature $m$ times replaces $n$ by $mn$ and $S$ by $mS$, so $V$ and $\rho$ stay fixed while the standard errors fall as $1/\sqrt m$.

Two simple disturbances show the mechanism. First lift all five logarithmic rates by 0.05: $\ln A$ rises by 0.05 and $E$ does not change. Then tilt the data, lowering the point at 520 K by 0.05 and raising the one at 600 K by 0.05. The barrier changes by

$$\delta E=\frac{0.05\,(1.541+1.434)}{5.535}=0.0269\ \text{eV},$$

and $\ln A$ by $\bar x\,\delta E=0.56$, a factor of 1.75 in the prefactor. The height at $\bar x$ does not move, because the two disturbances cancel in the mean.

## How strong is strong?

For $V\ll\bar x^2$, expanding the square root gives $1-\rho\approx V/(2\bar x^2)$. Here this is $1.052^2/(2\times20.775^2)=0.0013$, in agreement with $\rho=0.9987$. In a narrow range $\sqrt V/\bar x$ is close to the relative spread of temperature, here about 5%, so the correlation is strong whenever the temperatures differ by a small fraction of their mean.

A wide range weakens it slowly. Five equally spaced temperatures from 300 to 900 K still give $\rho=0.925$. With just two temperatures, at $x=\bar x\pm h$, the formula reads $\rho=\bar x/\sqrt{\bar x^2+h^2}$. Both temperatures are positive and finite, so $h<\bar x$ and $\rho>1/\sqrt2\approx0.71$. Even an absurdly hot second point could not remove the correlation from a two-point fit. A change of reference can.

## Moving the reference

Let the line be written with an arbitrary reference $x_0$:

$$\ln k=\ln k_{\rm ref}-E(x-x_0),\qquad \ln k_{\rm ref}=a+(\bar x-x_0)E .$$

The lever arm is now $\bar x-x_0$ in place of $\bar x$, and the same step as before gives

$$\mathrm{Cov}(\ln k_{\rm ref},E)=(\bar x-x_0)\frac{s^2}{S}.$$

Since $s^2/S$ is positive, this vanishes at $x_0=\bar x$ and nowhere else. For $x_0<\bar x$ the correlation is positive, for $x_0>\bar x$ negative.

The corresponding temperature is $1/\bar x=n/\sum_i(1/T_i)$, the harmonic mean, 558.6 K in the example. The arithmetic mean, 560 K, has $x_0=20.722$ per eV, which leaves a lever arm of 0.053 per eV and a correlation of $0.053/\sqrt{0.053^2+1.052^2}=0.05$. For so narrow a range the difference hardly matters.

At the harmonic mean the reference rate is 0.039 nm per cycle (0.39 Å per cycle), with a relative error of 2.2%. The prefactor of the same line is about $1.0\times10^4$ nm per cycle, uncertain by a factor of 1.56.

These statements were tested without using the formulas. Errors of $+0.05$ or $-0.05$ at each of the five temperatures form 32 equally likely patterns, which satisfy the three assumptions. Refitting all 32 data sets and averaging gave the variances and the covariance derived above, and a numerical search for the reference with zero covariance gave $x_0=20.775$ per eV.

## The same result as a picture

Let $r_i$ be the residuals at the minimum of $Q$. The two conditions for the minimum say $\sum_i r_i=0$ and $\sum_i d_ir_i=0$. Change the height by $u$ and the barrier by $v$. The residuals become $r_i-u+vd_i$, and

$$Q-Q_{\min}=\sum_i(u-vd_i)^2=nu^2+Sv^2 .$$

The terms linear in $r_i$ vanish by the minimum conditions, and the term $-2uv\sum_id_i$ vanishes by the definition of $\bar x$. Contours of constant $Q$ are ellipses with their axes along the parameters.

In the usual parameters a change $\alpha$ of $\ln A$ corresponds to $u=\alpha-\bar xv$, so

$$Q-Q_{\min}=n(\alpha-\bar xv)^2+Sv^2 .$$

This is a long, narrow valley along $\alpha=\bar xv$: prefactor and barrier can change together at little cost in the quality of the fit.

Zero correlation is weaker than independence. If the $e_i$ are Gaussian, $\delta a$ and $\delta E$ are jointly Gaussian with a diagonal covariance matrix, their joint density is a product, and they are independent. The 32 sign patterns supply a counterexample for other errors. If $\delta a=+0.05$, all five signs must be positive, and then $\delta E=0$. In this case knowing $\delta a$ fixes $\delta E$, although the correlation is zero.

## What the reference does not change

The line, the barrier and the error of the barrier are the same for every $x_0$. So is any prediction. From $\ln k(x)=a-E(x-\bar x)$,

$$\mathrm{Var}\ln k(x)=s^2\left[\frac1n+\frac{(x-\bar x)^2}{S}\right].$$

The usual parameters give the same value if the covariance is kept:

$$\mathrm{Var}\ln k=\mathrm{Var}\ln A+x^2\,\mathrm{Var}\,E-2x\,\mathrm{Cov}(\ln A,E).$$

At 560 K the three terms are $0.195450+0.193955-0.388904=0.000501$, so the error is 0.022. Two large contributions are almost cancelled by the third. Dropping the third leaves $\sqrt{0.389}=0.62$, the puzzling number of the opening. At 650 K, outside the data, the correct error is 0.066 and the one without covariance 0.58.

This matters when fitted parameters are passed on to a reactor model or a kinetic simulation. Drawing $\ln A$ and $E$ independently from their quoted errors produces rates that contradict the data. One may pass on the full covariance matrix, or else $\ln k_{\rm ref}$, $E$ and $x_0=\bar x$, for which two standard errors suffice.

The valley has a further consequence. If one process is measured and fitted many times, the pairs $(E,\ln A)$ scatter along a line. Its least-squares slope is

$$\frac{\mathrm{Cov}(\ln A,E)}{\mathrm{Var}\,E}=\bar x=20.775\ \text{per eV}.$$

Such a line looks like a compensation law, in which a higher barrier goes with a higher prefactor, yet here there is one process and one barrier. When different processes yield a slope close to the mean inverse temperature of the measurements, fitting errors must be excluded before the line is given a physical meaning.

## Contributions that restore a correlation

**Unequal errors.** Suppose that the rate, not its logarithm, has a constant error of 0.0010 nm per cycle, such as 0.1 nm in a thickness change over 100 cycles. The logarithmic errors are then $\sigma_i\approx0.0010/k_i$, falling from 0.065 at 520 K to 0.011 at 600 K. In the unweighted fit the variance can no longer be taken out of the sum:

$$\mathrm{Cov}(a,E)=-\frac1{nS}\sum_i\sigma_i^2d_i .$$

The cold points have $d_i>0$ and the larger $\sigma_i$, so the covariance is negative. The correlation at $\bar x$ is $-0.83$. Equal weights in the fit are therefore not sufficient; the errors must also satisfy $\sum_i\sigma_i^2d_i=0$, as equal errors do.

The remedy is to weight by $w_i=1/\sigma_i^2$ and to refer the line to

$$x_w=\frac{\sum_iw_ix_i}{\sum_iw_i}.$$

With $W=\sum_iw_i$, $D_i=x_i-x_w$ and $S_w=\sum_iw_iD_i^2$, the earlier minimisation carries over with $\sum_iw_iD_i=0$. It gives a height $\sum_iw_iy_i/W$ and a barrier $-\sum_iw_iD_iy_i/S_w$. Their covariance is

$$-\frac1{WS_w}\sum_iw_i^2D_i\sigma_i^2=-\frac1{WS_w}\sum_iw_iD_i=0,$$

because $w_i\sigma_i^2=1$. In the example $x_w=19.805$ per eV, or 585.9 K: the reference moves towards the hot, precise points. Keeping the plain mean in the weighted fit leaves a correlation of $-0.82$.

**A shared thermometer error.** Let every true temperature be $T_i+\tau$ while $T_i$ is recorded. To first order $-E/(T+\tau)\approx-E/T+E\tau/T^2$, so each $y_i$ moves by $E\tau x_i^2$. This is mostly a lift, but larger at the cold end, which makes the line less steep. Writing $x_i^2=\bar x^2+2\bar xd_i+d_i^2$ and keeping the leading term for a narrow range,

$$\delta a\approx E\tau\bar x^2,\qquad \delta E\approx-2E\tau\bar x .$$

For $\tau=2$ K the ratio $\tau\bar x$ is $2/558.6=0.0036$. The estimates are $0.60\times20.775\times0.0036=0.045$ and $-2\times0.60\times0.0036=-0.0043$ eV, as the refitted data confirm. If $\tau=\pm2$ K are equally likely, these opposite shifts add a negative covariance, and the correlation at $\bar x$ becomes $-0.18$. The shift of the height is twice its statistical error; that of the barrier is a fifth of its own.

## Contributions that bias without correlating

Suppose the mean of $y_i$ departs from a straight line while the errors $e_i$ stay as assumed. The estimators are linear in $y_i$, so the departure shifts their means and leaves their covariance untouched. The reference $\bar x$ still decorrelates the noise, but it gives no protection against a wrong rate law.

**A ceiling on removal.** Let the observed rate be limited by a ceiling $c=0.30$ nm per cycle through $1/k_{\rm obs}=1/k+1/c$. Differentiating $\ln k_{\rm obs}=-\ln(1/k+1/c)$ with $d\ln k/dx=-E$ gives a local barrier

$$-\frac{d\ln k_{\rm obs}}{dx}=\frac{E}{1+k/c}.$$

It falls from 0.57 eV at 520 K to 0.46 eV at 600 K. The straight-line fit returns 0.528 eV, which is 0.072 eV too low, or 3.4 standard errors. The largest departure from the fitted line is 0.022, less than half the error of a single point, so five such points would hardly reveal the curvature.

**A prefactor proportional to temperature.** A factor $T=1/x$ in the rate adds $-\ln x$ to $\ln k$ and hence $1/x=T$ to the local barrier. The fitted shift is $+0.048$ eV, close to $k_BT$ at the harmonic mean temperature.

**The logarithm of a noisy rate.** For a relative error $\varepsilon$ of variance $s^2$, $\langle\ln(1+\varepsilon)\rangle\approx-s^2/2=-0.00125$. It is the same at every temperature, so it lowers the height and leaves the barrier alone.

## Weighing the contributions

For the barrier, in eV, with all other settings held fixed:

- ceiling on removal: $-0.072$
- prefactor proportional to $T$: $+0.048$
- random error of the rates: $\pm0.021$
- shared thermometer error of $\pm2$ K: $\mp0.004$

For the height at $\bar x$ the ceiling again comes first: it lowers each logarithmic rate by $\ln(1+k_i/c)$, on average by 0.14. The thermometer contributes 0.045, the random error 0.022 and the logarithmic bias 0.001. A prefactor proportional to $T$ has no entry here, because its constant factor can be chosen to leave the height unchanged. In this example the statistical error of the barrier thus understates what is really uncertain: each of the two changes of rate law listed above shifts the barrier by more than twice that error.

The parameters are rough values for thermal atomic layer etching of aluminium oxide with hydrogen fluoride and trimethylaluminium, which removes some hundredths of a nanometre per cycle in this range of temperature. The ceiling is an assumed value of the order of one monolayer of oxide, not a measured limit of this process. The barrier is an apparent one for a whole cycle, not that of a single reaction step, and a prefactor of $10^4$ nm per cycle, far above the ceiling, is an extrapolated intercept and not an attainable rate. Real processes can break both assumptions examined here. If thickness resolution sets the error, the correlation at $\bar x$ moves from zero to about $-0.8$ for the barrier and temperatures used here, and it is weaker for a lower barrier and stronger for a higher one; if the observed rate reaches about a quarter of the ceiling at the hot end, as in this example, the fitted barrier moves by about $-0.07$ eV for the barrier and temperatures used here (at the same fraction of the ceiling, about $-0.05$ eV for a barrier of 0.3 eV and $-0.08$ eV for 1.0 eV), and a lower ceiling moves it further. Incomplete doses would make the rate depend on exposure as well, which this model leaves out. The values quoted here can be found in the numerical output below or follow from it by simple arithmetic.

## Numbers as computed

```
Input barrier: 0.60 eV
Input rate at 560 K: 0.040 nm/cycle
Input error of each log rate: 0.050 (dimensionless)
T 520 K: x 22.316 1/eV, rate 0.0154 nm/cycle, log error if absolute 0.0651
T 540 K: x 21.490 1/eV, rate 0.0252 nm/cycle, log error if absolute 0.0396
T 560 K: x 20.722 1/eV, rate 0.0400 nm/cycle, log error if absolute 0.0250
T 580 K: x 20.008 1/eV, rate 0.0614 nm/cycle, log error if absolute 0.0163
T 600 K: x 19.341 1/eV, rate 0.0916 nm/cycle, log error if absolute 0.0109
Mean x: 20.775 1/eV
Sum of squared deviations of x: 5.535 1/eV^2
Root-mean-square spread of x: 1.052 1/eV
ln(A / (1 nm/cycle)): 9.215
Prefactor A: 1.004e+04 nm/cycle
Standard error of E: 0.0213 eV
Standard error of ln A: 0.4421
One-sigma factor in A: 1.556
Covariance of ln A and E: 0.009384 eV
Correlation of ln A and E: 0.99872
Correlation for five points 300 to 900 K: 0.9251
Decorrelating x0 from root search: 20.775 1/eV
Harmonic mean temperature: 558.57 K
ln k_ref at mean x (k in nm/cycle): -3.2507
k_ref at mean x: 0.03875 nm/cycle = 0.3875 angstrom/cycle
Standard error of ln k_ref: 0.0224
Correlation at mean x is below 1e-8: True
Correlation if referenced to 560 K: 0.0504
Tilt (520 K down, 600 K up by 0.05): E change 0.0269 eV
Same tilt: ln A change 0.5584, factor in A 1.748
Same tilt: ln k_ref change is below 1e-10: True
Uniform lift by 0.05: ln A change 0.0500
Error of predicted ln k at 560 K: 0.0224; covariance dropped: 0.6240
Error of predicted ln k at 650 K: 0.0660; covariance dropped: 0.5826
False compensation slope: 20.775 1/eV
Absolute rate error, alternative case: 0.0010 nm/cycle
Weighted mean x: 19.805 1/eV, or 585.93 K
Weighted fit, correlation at plain mean x: -0.8222
Unweighted fit, absolute errors, at mean x: -0.8264
Shared thermometer error: 2.0 K
Its shift of ln k_ref: 0.0447
Its shift of E: -0.0043 eV
Correlation at mean x with thermometer error: -0.1777
Ceiling on removal: 0.30 nm/cycle
Fitted barrier with ceiling: 0.5282 eV
Barrier shift from ceiling: -0.0718 eV
Largest log misfit from ceiling: 0.0218
Barrier shift from prefactor proportional to T: 0.0481 eV
Bias of mean log rate from 5% rate noise: -0.00125
```
